# Exactness, aliasing and half-step shifts of Monkhorst-Pack meshes

## The result

Let $\mathbf a_1,\mathbf a_2,\mathbf a_3$ be primitive lattice vectors and let $\mathbf b_1,\mathbf b_2,\mathbf b_3$ be the reciprocal vectors defined by $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. A uniform mesh with $N_j$ divisions along $\mathbf b_j$ consists of the $N=N_1N_2N_3$ equally weighted points

$$
\mathbf k_{\mathbf n}=\sum_{j=1}^{3}\frac{n_j+s_j}{N_j}\,\mathbf b_j,\qquad n_j=0,1,\dots,N_j-1. \tag{1}
$$

The shift $s_j$ is measured in mesh steps, so $s_j=\tfrac12$ is a half-step shift. For a lattice vector $\mathbf R=\sum_j m_j\mathbf a_j$ with integer $m_j$, the mesh average of a plane wave is

$$
\frac1N\sum_{\mathbf n}e^{i\mathbf k_{\mathbf n}\cdot\mathbf R}=
\begin{cases}
e^{2\pi i\,\mathbf s\cdot\mathbf l}, & m_j=N_jl_j\ \text{with integer } l_j \text{ for all } j,\\
0, & \text{otherwise.}
\end{cases} \tag{2}
$$

The vectors in the first line are the supercell vectors, which form the lattice spanned by $N_j\mathbf a_j$. The average over the Brillouin zone is 1 for $\mathbf R=0$ and 0 for every other $\mathbf R$. The mesh is therefore exact unless $\mathbf R$ is a *nonzero* supercell vector. The vector $\mathbf R=0$ belongs to the supercell lattice too, but it is integrated correctly.

When the integration error is dominated by the shortest supercell vectors, a half-step shift multiplies their contributions by signs. In one dimension the leading error is reversed. In three dimensions the outcome depends on the lattice, the divisions and the choice of primitive vectors. With equal divisions and the standard primitive vectors given below, a half step along all three $\mathbf b_j$ reverses the leading error for simple cubic and bcc lattices, but cancels it for fcc if the integrand has cubic symmetry.

## Proof of the selection rule

Write $\mathbf k=\sum_jx_j\mathbf b_j$. Then $\mathbf k\cdot\mathbf R=2\pi\sum_jx_jm_j$. The integrand is periodic in each $x_j$ with period 1, so the zone average can be taken over the unit cube of fractional coordinates. The Jacobian is constant and cancels in an average. Each factor is

$$
\int_0^1e^{2\pi imx}\,dx=\frac{e^{2\pi im}-1}{2\pi im}=0\quad(m\neq0), \tag{3}
$$

and it equals 1 for $m=0$. The zone average is thus $\delta_{\mathbf R,0}$.

The mesh average factorizes in the same way:

$$
\frac1N\sum_{\mathbf n}e^{i\mathbf k_{\mathbf n}\cdot\mathbf R}
=\prod_{j=1}^{3}e^{2\pi is_jm_j/N_j}\left[\frac1{N_j}\sum_{n=0}^{N_j-1}z_j^{\,n}\right],\qquad z_j=e^{2\pi im_j/N_j}. \tag{4}
$$

If $z_j\neq1$, the geometric sum gives

$$
\sum_{n=0}^{N_j-1}z_j^{\,n}=\frac{z_j^{N_j}-1}{z_j-1}=0, \tag{5}
$$

because $z_j^{N_j}=e^{2\pi im_j}=1$ while the denominator is nonzero. If $z_j=1$, every term is 1 and the bracket in (4) equals 1. The condition $z_j=1$ means that $m_j/N_j$ is an integer $l_j$, and the prefactor is then $e^{2\pi is_jl_j}$. One vanishing bracket is enough to make the product vanish, which proves (2).

The shift changes the phase of a wrongly integrated wave, not the set of such waves. At a nonzero supercell vector the mesh average has modulus 1 where the correct value is 0. This is aliasing: on the mesh points the wave has one constant value and cannot be told apart from a constant function.

A skew lattice with divisions $(3,4,2)$ shows the count. Among the 4913 vectors with $|m_j|\le8$, the allowed multiples number $5$, $5$ and $9$ along the three axes, so there are $5\times5\times9=225$ supercell vectors. Direct summation over the 24 mesh points finds 224 wrongly integrated waves, which are these vectors without $\mathbf R=0$.

## The original Monkhorst-Pack fractions

The Monkhorst-Pack prescription with $q$ divisions along an axis uses the fractions

$$
u_r=\frac{2r-q-1}{2q},\qquad r=1,\dots,q. \tag{6}
$$

Setting $r=n+1$ gives

$$
u_r=\frac{2n+1-q}{2q}=\frac{n+s}{q},\qquad s=\frac{1-q}{2}. \tag{7}
$$

For odd $q$ the shift is an integer. It merely relabels the points, up to reciprocal vectors, and the mesh contains $\Gamma$. For even $q$ the shift is a half-integer and the mesh is the half-step mesh. Thus $q=3$ gives $-\tfrac13,0,\tfrac13$, and $q=4$ gives $\pm\tfrac18,\pm\tfrac38$. At $m=ql$ the phase in (2) becomes

$$
e^{2\pi isl}=e^{i\pi(1-q)l}=(-1)^{(q-1)l}. \tag{8}
$$

A convergence series that alternates between even and odd $q$ in (6) therefore also alternates between two kinds of mesh.

## From plane waves to the integration error

Let $f$ be a periodic integrand with the Fourier series

$$
f(\mathbf k)=\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},\qquad \sum_{\mathbf R}|f_{\mathbf R}|<\infty. \tag{9}
$$

Absolute summability allows the finite mesh sum and the Fourier sum to be interchanged. By (2) only supercell vectors survive, and the zone average is $f_{\mathbf 0}$. The error, defined as mesh average minus zone average, is

$$
E_{\mathbf s}=\sum_{\mathbf l\neq0}f_{\mathbf L(\mathbf l)}\,e^{2\pi i\mathbf s\cdot\mathbf l},\qquad \mathbf L(\mathbf l)=\sum_jl_jN_j\mathbf a_j. \tag{10}
$$

This is an identity, not an estimate. A smooth integrand has rapidly decaying coefficients, and refining the mesh moves the vectors $\mathbf L$ outward to where the coefficients are small.

## The half-step shift in one dimension

For a chain with $N$ points and $f_{-m}=f_m$, the terms $l$ and $-l$ in (10) combine to

$$
E_s=2\sum_{l\ge1}f_{lN}\cos(2\pi sl). \tag{11}
$$

The mesh containing $\Gamma$ and the half-step mesh have the errors

$$
\begin{aligned}
E_0&=2f_N+2f_{2N}+2f_{3N}+\cdots,\\
E_{1/2}&=-2f_N+2f_{2N}-2f_{3N}+\cdots,
\end{aligned} \tag{12}
$$

since $\cos\pi l=(-1)^l$. If $f_N$ dominates, the errors are nearly equal and opposite. The geometric reason is that half a step is half a wavelength of the first aliased wave: its crests lie on one mesh and its troughs on the other.

Averaging the two errors removes all odd $l$:

$$
\tfrac12(E_0+E_{1/2})=2f_{2N}+2f_{4N}+\cdots. \tag{13}
$$

This is the error of the $\Gamma$ mesh with $2N$ points. Indeed, $n/N=2n/(2N)$ and $(n+\tfrac12)/N=(2n+1)/(2N)$, so the two meshes together are the doubled mesh.

Keeping two harmonics in (12) gives the ratio

$$
\frac{E_{1/2}}{E_0}\simeq-\frac{1-r}{1+r},\qquad r=\frac{f_{2N}}{f_N}. \tag{14}
$$

A quarter-step shift is a second instructive case. In (11), $\cos(\pi l/2)$ vanishes for odd $l$ and equals $(-1)^p$ for $l=2p$, so

$$
E_{1/4}=-2f_{2N}+2f_{4N}-\cdots. \tag{15}
$$

By (12), this is the error of a half-step mesh with $2N$ points. The gain relies on $f(k)=f(-k)$: the quarter-step points and their mirror images together form that finer mesh.

## An insulating chain

Consider a dimerized chain with alternating hoppings $t_1=1$ eV and $t_2=0.5$ eV, and let $k$ denote the dimensionless phase per cell. Its Bloch Hamiltonian has zero diagonal elements and off-diagonal element $t_1+t_2e^{ik}$, up to a phase convention. Its occupied band is $f(k)=-|t_1+t_2e^{ik}|$. With $\rho=t_2/t_1<1$,

$$
f(k)=-t_1(1+\rho e^{ik})^{1/2}(1+\rho e^{-ik})^{1/2}, \tag{16}
$$

because the two principal roots are complex conjugates and their product is the modulus. Let $B_j=\binom{1/2}{j}$. Expanding both roots and collecting the terms whose powers differ by $m\ge0$ gives

$$
f_m=-t_1\sum_{j\ge0}B_jB_{j+m}\,\rho^{2j+m}. \tag{17}
$$

Since $B_0=1$ and $|B_{j+1}/B_j|=|\tfrac12-j|/(j+1)<1$, all $|B_j|\le1$, and hence

$$
|f_m|\le t_1\rho^m\sum_{j\ge0}\rho^{2j}=\frac{t_1\rho^m}{1-\rho^2}. \tag{18}
$$

The coefficients decay at least exponentially. As $\rho\to1$ the gap $2|t_1-t_2|$ closes and this bound loses its force.

The sign of $f_m$ also follows. For $m\ge1$, $B_m$ has the sign $(-1)^{m-1}$, so the $j=0$ term of (17) has the sign $(-1)^m$. The terms with $j\ge1$ satisfy $|B_j|\le\tfrac12$ and $|B_{j+m}|\le|B_m|$. Relative to the first term, their sum is at most $\tfrac12\rho^2/(1-\rho^2)=\tfrac16$ for $\rho=\tfrac12$. They cannot change the sign.

Direct quadrature gives a band mean of $-1.0635444$ eV. The mesh errors are:

| $N$ | $2f_N$ (meV) | $E_0$ (meV) | $E_{1/2}$ (meV) | $E_{1/2}/E_0$ |
|---|---|---|---|---|
| 3 | $-14.345$ | $-13.806$ | $+14.961$ | $-1.084$ |
| 4 | $+4.433$ | $+4.527$ | $-4.345$ | $-0.960$ |
| 6 | $+0.574$ | $+0.577$ | $-0.571$ | $-0.990$ |
| 8 | $+0.0910$ | $+0.0911$ | $-0.0909$ | $-0.997$ |

The $\Gamma$ error is negative at $N=3$ and positive at the even $N$ shown, as the sign of $f_N$ requires. The shift does not favour one sign; it reverses whichever sign is present. For $N=4$, $r=0.0910/4.433=0.0205$, and (14) gives $-0.9795/1.0205=-0.960$, in agreement with the table. The mean of the two errors at $N=4$ is $(4.5274-4.3452)/2=0.0911$ meV, which is the $\Gamma$ error at $N=8$, as (13) demands.

## A metallic chain: the sign rule can fail

The second line of (12) reverses the *total* error only if odd harmonics outweigh even ones. A Fermi point can spoil this. Take a cosine band with hopping $t$, filled for $|k|<k_F$, with energies measured from a fixed Fermi level:

$$
f(k)=-2t(\cos k-\cos k_F)\ \ (|k|<k_F),\qquad f(k)=0\ \text{otherwise.} \tag{19}
$$

This function is continuous but has kinks at $\pm k_F$. For $m\ge1$ integrate by parts, using $f(k_F)=0$ and $f'(k)=2t\sin k$:

$$
f_m=\frac1\pi\int_0^{k_F}f\cos mk\,dk=-\frac{2t}{\pi m}\int_0^{k_F}\sin k\,\sin mk\,dk. \tag{20}
$$

A second integration by parts gives

$$
f_m=\frac{2t}{\pi m^2}\left[\sin k_F\cos mk_F-\int_0^{k_F}\cos k\cos mk\,dk\right]. \tag{21}
$$

The remaining integral is of order $1/m$. The coefficients thus decay as $1/m^2$ and oscillate with $mk_F$. They are absolutely summable, so (10) still applies, but $f_N$ need not dominate.

Choose $t=1$ eV, $k_F=\pi/4$ and $N=10$. Then $\cos10k_F=0$ removes the leading part of $f_{10}$, while $\cos20k_F=-1$ gives the leading part of $f_{20}$ its full size. The computed values are $2f_{10}=-0.91$ meV and $2f_{20}=-2.26$ meV. The errors are $-2.74$ meV for the $\Gamma$ mesh and $-0.98$ meV for the half-step mesh. Both are negative, so the two results do not bracket the true mean of $-96.6$ meV. The first two harmonics alone would give $-3.17$ and $-1.35$ meV; higher ones supply the rest.

Here the Fermi level is held fixed. If it were determined from the same mesh by counting electrons, its own error would enter as well. The bare occupation function, a step, has coefficients $\sin(mk_F)/(\pi m)$, which are not absolutely summable, and lies outside assumption (9).

## Three dimensions: the shell decides

Take equal divisions $N_1=N_2=N_3=n$. The shortest nonzero supercell vectors are then $n$ times the nearest lattice vectors. Suppose that these $M$ vectors carry equal coefficients, as cubic symmetry ensures for the lattices below, and that farther shells are negligible. Equation (10) then gives

$$
\frac{E_{\mathbf s}}{E_{\mathbf 0}}\simeq g(\mathbf s)=\frac1M\sum_{\mathbf l\in\text{shell}}\cos(2\pi\mathbf s\cdot\mathbf l). \tag{22}
$$

Sines cancel between $\mathbf l$ and $-\mathbf l$. If each $s_j$ is 0 or $\tfrac12$, define $\chi_j=e^{2\pi is_j}=\pm1$, so that $\chi_j=-1$ marks a shifted axis. The phase of a vector $\mathbf l$ is then $\chi_1^{l_1}\chi_2^{l_2}\chi_3^{l_3}$.

**Simple cubic.** The six vectors are $\pm\mathbf a_j$, so $g=(\chi_1+\chi_2+\chi_3)/3$. Shifting all axes gives $-1$; shifting two gives $-\tfrac13$.

**Body-centred cubic.** With $\mathbf a_1=\tfrac a2(-1,1,1)$ and its cyclic partners, the eight vectors are $\pm\mathbf a_j$ and $\pm(\mathbf a_1+\mathbf a_2+\mathbf a_3)$. Hence

$$
g_{\rm bcc}=\tfrac14(\chi_1+\chi_2+\chi_3+\chi_1\chi_2\chi_3). \tag{23}
$$

Shifting all axes gives $-1$, because one and three are both odd. Shifting two gives 0.

**Face-centred cubic.** With $\mathbf a_1=\tfrac a2(0,1,1)$ and its cyclic partners, the twelve vectors are $\pm\mathbf a_j$ and the differences $\pm(\mathbf a_i-\mathbf a_j)$ with $i<j$. Let $\sigma=\chi_1+\chi_2+\chi_3$. Since $\chi_j^2=1$, the sum of pair products is $(\sigma^2-3)/2$, and

$$
g_{\rm fcc}=\frac16\left[\sigma+\frac{\sigma^2-3}{2}\right]=\frac{\sigma^2+2\sigma-3}{12}. \tag{24}
$$

With zero, one, two or three shifted axes, $\sigma=3,1,-1,-3$ and $g=1,0,-\tfrac13,0$. Full reversal is impossible for any shift: if the phases of $\mathbf a_1$ and $\mathbf a_2$ are both $-1$, the phase of $\mathbf a_1-\mathbf a_2$ is $(-1)(-1)^*=+1$. With all axes shifted, six vectors change sign and six do not. Their sum vanishes because the coefficients are equal; without that symmetry a leading error may remain.

## A three-dimensional check

A suitable smooth function is

$$
f(\mathbf k)=\frac1{1-\lambda\gamma(\mathbf k)},\qquad \gamma(\mathbf k)=\frac1M\sum_{\mathbf d}\cos(\mathbf k\cdot\mathbf d), \tag{25}
$$

where $\mathbf d$ runs over the nearest lattice vectors and $0<\lambda<1$. It is a dimensionless lattice Green function outside the band. Expanding it in powers of $\lambda\gamma$ gives

$$
f_{\mathbf R}=\sum_{p\ge0}\lambda^pP_p(\mathbf R), \tag{26}
$$

where $P_p(\mathbf R)$ is the probability that a random walk of $p$ nearest-neighbour steps ends at $\mathbf R$. The coefficients are non-negative and sum to $1/(1-\lambda)$, so (9) holds and every $\Gamma$ error is non-negative. The nearest supercell vectors can be reached in $n$ steps; farther ones need more and carry higher powers of $\lambda$.

For $\lambda=0.5$ and $n=6$ the absolute errors and ratios are:

| lattice | $E_{\mathbf 0}$ | ratio, three axes shifted | ratio, two axes shifted |
|---|---|---|---|
| sc | $5.09\times10^{-6}$ | $-0.998$ | $-0.333$ |
| bcc | $2.60\times10^{-6}$ | $-0.967$ | $-0.005$ |
| fcc | $2.17\times10^{-6}$ | $-0.001$ | $-0.332$ |

The exact means lie between 1.02 and 1.05, so these are also roughly the relative errors. The ratios follow the shell factors. The bcc value $-0.967$ departs from $-1$ because supercell vectors with even $l_1+l_2+l_3$ keep their sign. Their total contribution is half the sum of the two errors, $(2.6012-2.5163)\times10^{-6}/2=4.2\times10^{-8}$. For fcc, shifting all three axes leaves an error of $-1.8\times10^{-9}$, which comes from farther shells.

In each case the error was tested against the signed sum (10), with coefficients obtained from random walks and the zone average from Gauss-Legendre quadrature. The numerical output lists the remaining digits.

## Numbers as computed

```
Skew lattice, divisions: (3, 4, 2)  mesh points: 24
Lattice vectors tested (|m_j| <= 8): 4913
Supercell vectors among them, R = 0 included: 225
Vectors integrated wrongly, shift (0.3,0.5,0.1): 224
Largest deviation from the selection rule: 1.2e-14
Monkhorst-Pack fractions, q=3: [-0.3333, 0.0, 0.3333]
Monkhorst-Pack fractions, q=4: [-0.375, -0.125, 0.125, 0.375]
Chain: t1 = 1.0 eV, t2 = 0.5 eV, exact band mean = -1.0635444100 eV
Errors in eV: N, 2f_N, Gamma mesh, half-step mesh, their mean, ratio
  3  -1.4345e-02  -1.3806e-02  +1.4961e-02  +5.7739e-04  -1.0836
  4  +4.4333e-03  +4.5274e-03  -4.3452e-03  +9.1112e-05  -0.9598
  5  -1.5400e-03  -1.5242e-03  +1.5563e-03  +1.6042e-05  -1.0210
  6  +5.7435e-04  +5.7739e-04  -5.7135e-04  +3.0198e-06  -0.9895
  8  +9.0990e-05  +9.1112e-05  -9.0869e-05  +1.2105e-07  -0.9973
Metal chain: hopping 1.0 eV, k_F a = 0.785398 rad, N = 10
  exact mean of (energy - Fermi level), occupied: -0.096605 eV
  2f_N = -0.000909 eV, 2f_2N = -0.002256 eV
  errors: Gamma -0.002738 eV, half-step -0.000975 eV
3D function 1/(1 - lambda*gamma), lambda = 0.5, mesh 6^3
Dimensionless: lattice, shift, error, ratio to Gamma error, shell factor g
  sc: 6 nearest vectors, exact mean 1.046757384
    (0.0, 0.0, 0.0)  +5.0944e-06  +1.0000  +1.0000
    (0.5, 0.5, 0.5)  -5.0822e-06  -0.9976  -1.0000
    (0.5, 0.5, 0.0)  -1.6981e-06  -0.3333  -0.3333
    lowest g over the eight half-step choices: -1.0000
  bcc: 8 nearest vectors, exact mean 1.035120661
    (0.0, 0.0, 0.0)  +2.6012e-06  +1.0000  +1.0000
    (0.5, 0.5, 0.5)  -2.5163e-06  -0.9674  -1.0000
    (0.5, 0.5, 0.0)  -1.4147e-08  -0.0054  +0.0000
    lowest g over the eight half-step choices: -1.0000
  fcc: 12 nearest vectors, exact mean 1.026848755
    (0.0, 0.0, 0.0)  +2.1684e-06  +1.0000  +1.0000
    (0.5, 0.5, 0.5)  -1.8226e-09  -0.0008  +0.0000
    (0.5, 0.5, 0.0)  -7.2036e-07  -0.3322  -0.3333
    lowest g over the eight half-step choices: -0.3333
```
